# Speed of the single-step surface under parallel updating

## First half: from four sites to the stationary surface

### The decision

A growth simulation that updates the whole surface at once needs a stopping time. Suppose that 300 layers are wanted, and that each open site is filled with probability \(p=0.75\) in every update. How many updates should be ordered?

A quick estimate treats the surface slopes as independent coin tosses. A quarter of the sites are then open, and the surface gains \(p/2=0.375\) layers per update, so the answer would be 800 updates. The result derived here is

\[
v=1-\sqrt{1-p},
\]

which gives 0.5 layers per update and 600 updates. Ordering 800 would grow about 400 layers. The same result decides how small \(p\) must be if the parallel program is meant to reproduce the growth speed of depositions that occur one at a time. Both uses concern the stationary surface; the start of growth from a flat surface is faster and is treated separately below.

### The model and its units

The surface is a set of integer heights \(h_i\) on a ring of \(L=2N\) sites. Neighbouring heights always differ by one:

\[
\sigma_i=h_{i+1}-h_i=\pm1 .
\]

There is no mean tilt, so \(N\) of the slopes \(\sigma_i\) are \(+1\) and \(N\) are \(-1\). Their sum must vanish in any case if the heights are to close on the ring.

Site \(i\) is a local minimum when both neighbours are higher. The slope to its left is then \(-1\) and the slope to its right is \(+1\):

\[
(\sigma_{i-1},\sigma_i)=(-,+).
\]

One update looks at the surface as it stands and finds all its minima, on even and odd sites alike. Each minimum is then raised by 2 with probability \(p\), independently of the others. A minimum created during the update has to wait for the next one.

The height unit is the step between neighbours. A deposition adds two units at one site, which contributes \(2/L\) to the mean height. A flat surface is a zigzag with \(N\) minima. Filling all of them adds \(N\) blocks and raises the mean height by \(2N/L=1\). If a layer is defined as \(N\) blocks, the speed in height units per update is therefore also the speed in layers per update. If heights were instead counted in block heights, each of two units, every speed below would be halved.

Raising site \(i\) changes its slopes from \((-1,+1)\) to \((-1+2,\,+1-2)=(+1,-1)\). The minimum has become a maximum, the neighbouring differences are still \(\pm1\), and the numbers of up-steps and down-steps are unchanged. Two adjacent sites cannot both be minima, since each would have to be lower than the other. Simultaneous depositions therefore act on separate pairs of slopes and never conflict.

If a surface has \(m\) minima, an average of \(pm\) of them are filled in one update. Each filled minimum adds \(2/L\) to the mean height, so the stationary speed on the ring is

\[
v_L=\frac{2p\langle m\rangle}{L}. \tag{1}
\]

The angle brackets denote the stationary average. The whole problem is to find how many minima the moving surface keeps.

### Two sites, then four

On two sites, one height is low and the other is high. There is one minimum at all times, and equation (1) gives \(v_2=2p/2=p\). This ring has no freedom in \(m\), so it cannot show what the dynamics prefers.

Four sites are enough to show it. There are six arrangements of two up-steps and two down-steps. Four of them are rotations of \((-,-,+,+)\), with one minimum. The other two are the zigzags \((-,+,-,+)\) and \((+,-,+,-)\), with two minima.

Start from \((-,-,+,+)\). Its minimum lies between the second and third slopes. If it is filled, these two slopes are exchanged, and the result is \((-,+,-,+)\), a zigzag. The probability of passing from one minimum to two is therefore \(p\).

Now start from the zigzag \((-,+,-,+)\). There are three kinds of outcome:

- Neither minimum is filled, with probability \((1-p)^2\), and the surface is unchanged.
- Both are filled, with probability \(p^2\), and the result is the other zigzag.
- One of the two is filled, with probability \(2p(1-p)\). Filling the first, for example, gives \((+,-,-,+)\), which has one minimum.

Let \(P_1\) and \(P_2\) be the stationary probabilities of having one and two minima. The flow between the two groups must balance:

\[
P_1\,p=P_2\,2p(1-p),
\qquad
\frac{P_1}{P_2}=2(1-p).
\]

The first group has four members and the second has two. Rotation makes the members of a group equally likely, so the probability of a single configuration is \(P_1/4\) in the first group and \(P_2/2\) in the second. Their ratio is

\[
\frac{P_1/4}{P_2/2}=\frac{P_1}{2P_2}=1-p .
\]

An additional minimum multiplies the probability of a configuration by \(1/(1-p)\). The calculation also shows where the factor comes from on this ring. To leave the zigzag group, one deposition must succeed and the other must fail. When both succeed, one zigzag is replaced by the other and no minimum is lost. Simultaneous success thus protects the surface with many minima.

The speed follows from \(P_1+P_2=1\), which gives

\[
P_2=\frac{1}{1+2(1-p)}=\frac1{3-2p}.
\]

Since \(\langle m\rangle=P_1+2P_2=1+P_2\),

\[
\langle m\rangle=\frac{4-2p}{3-2p},\qquad
v_4=\frac{2p}{4}\langle m\rangle=\frac{p(2-p)}{3-2p}.
\]

As \(p\to0\), all six configurations become equally likely. Their average number of minima is \((4\cdot1+2\cdot2)/6=4/3\), so the speed should approach \((2p/4)(4/3)=2p/3\). The formula does so. As \(p\to1\), it gives \(v_4\to1\), the speed of a zigzag whose minima are all filled.

### The weight on a ring of any length

The four-site result suggests that on any ring a configuration \(C\) with \(m(C)\) minima has the stationary weight

\[
W(C)=(1-p)^{-m(C)},\qquad 0<p<1. \tag{2}
\]

This is a guess until it has been shown to reproduce itself under one update.

Let \(S\) be the set of minima that are filled and \(|S|\) its number of members. The other \(m(C)-|S|\) minima must all fail to be filled. The probability of this outcome is

\[
T(C\to C')=p^{|S|}(1-p)^{m(C)-|S|}.
\]

Different sets \(S\) change different pairs of slopes, so they lead to different configurations \(C'\), and no two outcomes have to be added. The weight carried from \(C\) to \(C'\) is

\[
W(C)\,T(C\to C')
=(1-p)^{-m(C)}p^{|S|}(1-p)^{m(C)-|S|}
=\left(\frac{p}{1-p}\right)^{|S|}. \tag{3}
\]

The number of minima of the old surface has cancelled. The number of depositions is all that remains.

Next, fix the new surface \(C'\) and find every surface that could have led to it. A site that has just been filled is a maximum of \(C'\), so \(S\) must be a subset of the maxima of \(C'\). Conversely, choose any subset of these maxima and lower each member by 2. Maxima are never adjacent, for the same reason as minima. The lowering therefore gives a legal surface on which the chosen sites are minima. Filling those sites, and no others, restores \(C'\). There is thus one predecessor for each subset of the maxima, including the empty subset, which stands for an update without deposition.

Let \(C'\) have \(M\) maxima. There are \(\binom{M}{k}\) subsets with \(k\) members, so the total incoming weight is

\[
\sum_{k=0}^{M}\binom{M}{k}\left(\frac{p}{1-p}\right)^k
=\left(1+\frac{p}{1-p}\right)^M
=\left(\frac1{1-p}\right)^M
=(1-p)^{-M}. \tag{4}
\]

The first equality is the binomial theorem. Along a ring, falling and rising stretches alternate. Each change from falling to rising is a minimum, each change back is a maximum, and their numbers are equal. Hence \(M=m(C')\), and the incoming weight equals \(W(C')\). The proposed weight is stationary.

The weight resembles a Boltzmann factor that rewards minima, but the surface is not in thermal equilibrium. Heights rise and never fall, and the stationary state carries a steady current of deposited blocks.

### Why there is no second stationary state

A stationary weight determines the long-time speed if the dynamics cannot settle into some other state. On a finite ring with \(0<p<1\) this can be shown as follows.

All weights in equation (2) are positive. In a finite Markov chain, a state that can be left for ever has zero stationary probability, so every configuration here is revisited. If one configuration can move to another, some later path must lead back.

A single deposition exchanges an adjacent \((-,+)\) for \((+,-)\). It has positive probability, because \(p>0\) and all other minima can fail to be filled when \(p<1\). By the return argument, the effect of the opposite exchange can also be reached through some sequence of updates. Exchanges of adjacent unequal slopes can bring \(N\) up-steps and \(N\) down-steps into any order, so all configurations are connected and the stationary distribution is unique.

An update without deposition has probability \((1-p)^m>0\). This rules out a permanent periodic alternation. The slope distribution therefore converges to equation (2), after normalization, from any untilted start. The heights themselves keep growing; it is the slopes that become stationary.

### Counting surfaces and a ring of eight

The average of \(m\) requires the number of configurations with a given \(m\). Mark one of the minima and walk around the ring from there. The walk consists of an up-run, a down-run, and so on, with \(m\) runs of each kind.

The \(N\) up-steps must be divided into \(m\) runs, none of them empty. A row of \(N\) steps has \(N-1\) gaps, and \(m-1\) of them are chosen as cuts, which gives \(\binom{N-1}{m-1}\) ways. The down-steps give the same number. The marked minimum can lie on any of \(L\) sites. Each configuration has been counted \(m\) times, once for each minimum that could have been marked. The number of configurations is therefore

\[
\Omega_m=\frac Lm\binom{N-1}{m-1}^2. \tag{5}
\]

For \(L=4\) this gives 4 and 2, as found above. For \(L=8\), it gives 8, 36, 24 and 2 for \(m=1,2,3,4\), in all 70 configurations. At \(p=0.75\), \(1/(1-p)=4\), so the total weights of the four groups are

\[
8\cdot4=32,\quad 36\cdot4^2=576,\quad
24\cdot4^3=1536,\quad 2\cdot4^4=512,
\]

with sum 2656. The mean number of minima is

\[
\langle m\rangle=\frac{32+2\cdot576+3\cdot1536+4\cdot512}{2656}
=\frac{7840}{2656}=2.951807,
\]

and equation (1) gives

\[
v_8=\frac{2(0.75)(2.951807)}8=0.553464 .
\]

The same speed can be found without the weight. The update rule was applied to the heights of all 70 configurations, every possible set of depositions was listed, and the resulting linear equations for the stationary probabilities were solved numerically. The mean height gain in that solution is also 0.553464. The four groups have probabilities 0.012048, 0.216867, 0.578313 and 0.192771, in agreement with the weights divided by 2656.

The eight-site speed is still above the value of 0.5 quoted for a large surface. The small ring has shown that the weight is right; what remains is the effect of its length.

## Second half: from the ring to a large surface

### What is carried over

The ring has \(L=2N\) sites and no mean tilt. A surface with \(m\) minima gains \(2pm/L\) height units in an average update, where \(p\) is the deposition probability at each minimum. For \(0<p<1\), define

\[
s=\sqrt{1-p},\qquad z=\frac1{1-p}=\frac1{s^2}.
\]

Each configuration has stationary weight \(z^m\), and equation (5) counts the configurations. The total weight of all surfaces with \(m\) minima is

\[
W_m=\frac Lm\binom{N-1}{m-1}^2z^m,
\qquad
\langle m\rangle=\frac{\sum_m mW_m}{\sum_m W_m}. \tag{6}
\]

The speed is \(v_L=2p\langle m\rangle/L\). The long-time limit has been taken first, on a fixed ring. The ring is now made large.

### The density of minima

Compare neighbouring terms of the sum. Since

\[
\binom{N-1}{m}=\frac{N-m}{m}\binom{N-1}{m-1},
\]

their ratio is

\[
\frac{W_{m+1}}{W_m}
=\frac{m}{m+1}\left(\frac{N-m}{m}\right)^2z
=\frac{(N-m)^2z}{m(m+1)}. \tag{7}
\]

As \(m\) increases, the numerator falls and the denominator rises. The ratio therefore decreases, and the weights have a single peak, where the ratio passes through one.

Write \(x=m/L\) and recall that \(N/L=1/2\). For large \(L\) the ratio tends to \(z(1/2-x)^2/x^2\). Let \(q\) be the value of \(x\) at which this equals one. Both \(q\) and \(1/2-q\) are positive, so the positive square root applies:

\[
\frac{1/2-q}{q}=\frac1{\sqrt z}=s .
\]

Multiplying by \(q\) and collecting terms gives

\[
\frac12=q(1+s),\qquad q=\frac1{2(1+s)}. \tag{8}
\]

The average lies at this peak in the limit. At any fixed distance above \(q\), the ratio is below some number smaller than one, so the weights fall at least geometrically over a number of terms proportional to \(L\). At most \(N\) terms lie further out, and their share vanishes as \(L\to\infty\). The same argument, read from right to left, removes the terms below \(q\). Since \(m/L\) is bounded, its average tends to \(q\).

The speed is now

\[
v=2pq=\frac p{1+s}.
\]

From \(s^2=1-p\) one has \(p=1-s^2=(1-s)(1+s)\), and therefore

\[
v=1-s=1-\sqrt{1-p}. \tag{9}
\]

For \(p=0.75\), \(s=0.5\), so \(q=1/(2\cdot1.5)=1/3\) and \(v=2(0.75)/3=0.5\). One site in three is a minimum. Three quarters of these are filled in an average update, and each filling counts two height units.

Two limits bracket the result. As \(p\to0\), \(s\to1\) and \(q\to1/4\), which is the density of minima for independent slopes. As \(p\to1\), \(s\to0\) and \(q\to1/2\), the density on a zigzag.

### What the estimate \(p/2\) leaves out

The product \(\sigma_{i-1}\sigma_i\) is \(-1\) when site \(i\) is a minimum or a maximum, and \(+1\) otherwise. A surface with \(m\) minima has \(2m\) such turning points. The average of the product around the ring is

\[
\frac{(L-2m)-2m}{L}=1-\frac{4m}{L}.
\]

On a large ring the correlation of neighbouring slopes is therefore

\[
c=1-4q=1-\frac2{1+s}=-\frac{1-s}{1+s}. \tag{10}
\]

Solving \(c=1-4q\) for \(q\) and inserting it in \(v=2pq\) gives

\[
v=\frac p2(1-c). \tag{11}
\]

Independent slopes have \(c=0\) and the speed \(p/2\). Under parallel updating \(c\) is negative: an up-step is followed by a down-step more often than by another up-step. This produces more minima, and all of the excess over \(p/2\) comes from it. For \(p=0.75\), \(c=-1/3\), and the speed is \(0.375\times4/3=0.5\).

The following speeds, in height units per update, show how the gap grows:

| \(p\) | \(1-\sqrt{1-p}\) | \(p/2\) |
|---:|---:|---:|
| 0.01 | 0.005013 | 0.005000 |
| 0.25 | 0.133975 | 0.125000 |
| 0.50 | 0.292893 | 0.250000 |
| 0.75 | 0.500000 | 0.375000 |
| 0.96 | 0.800000 | 0.480000 |

### How large must the ring be?

The eight-site ring was faster than the large surface. The leading correction can be found from the total weight \(Z=\sum_mW_m\). Differentiating \(z^m\) brings down a factor \(m\), so

\[
\langle m\rangle=z\frac{d\ln Z}{dz}. \tag{12}
\]

First rewrite the sum. Because \(\binom{N-1}{m-1}=(m/N)\binom Nm\) and \(L=2N\),

\[
W_m=\frac{2N}{m}\frac{m^2}{N^2}\binom Nm^2z^m
=\frac{2m}{N}\binom Nm^2z^m .
\]

With \(G(z)=\sum_{m=0}^N\binom Nm^2z^m\), this means \(Z=(2/N)\,z\,dG/dz\).

Set \(a=\sqrt z=1/s\). In the product \((1+ae^{i\theta})^N(1+ae^{-i\theta})^N\), averaging over \(\theta\) keeps the terms with equal powers of the two exponentials. These are the terms of \(G\). Multiplying the two brackets gives

\[
G=\frac1{2\pi}\int_{-\pi}^{\pi}
\left(1+a^2+2a\cos\theta\right)^Nd\theta .
\]

For large \(N\) the integral comes from small \(\theta\), where the bracket is largest. There \(\cos\theta\simeq1-\theta^2/2\), and

\[
\left[(1+a)^2-a\theta^2\right]^N
\simeq(1+a)^{2N}\exp\left[-\frac{Na\theta^2}{(1+a)^2}\right].
\]

The Gaussian integral is \((1+a)\sqrt{\pi/(Na)}\), so

\[
G=\frac{(1+a)^{2N+1}}{2\sqrt{\pi Na}}
\left[1+O(1/N)\right].
\]

This is Laplace's method. The correction comes from the next terms in \(\theta^2\), which is of order \(1/N\) in the region that matters. The estimate holds uniformly for complex \(z\) close to the chosen real value, so it may be differentiated without changing the order of the error.

Since \(z=a^2\), \(z\,d/dz=(a/2)\,d/da\). Acting on \(G\), the leading contribution comes from the large power \(2N\):

\[
z\frac{dG}{dz}=\frac{Na}{1+a}\,G\left[1+O(1/N)\right].
\]

Multiplication by \(2/N\) gives

\[
Z=\frac{2a}{1+a}\,G\left[1+O(1/N)\right]
=\frac{\sqrt a\,(1+a)^{2N}}{\sqrt{\pi N}}
\left[1+O(1/N)\right].
\]

Now apply equation (12) to the logarithm of \(Z\):

\[
\langle m\rangle
=\frac a2\left(\frac1{2a}+\frac{2N}{1+a}\right)+O(1/N)
=\frac14+\frac{Na}{1+a}+O(1/N).
\]

With \(a=1/s\), \(a/(1+a)=1/(1+s)\). Multiplication by \(2p/L\) finally gives

\[
v_L=1-\sqrt{1-p}+\frac p{2L}+O(1/L^2). \tag{13}
\]

The limit of small \(p\) offers a separate count. All arrangements are then equally likely. A given site has a down-step on its left with probability \(N/L\), and then an up-step on its right with probability \(N/(L-1)\). Summing over the \(L\) sites gives

\[
\langle m\rangle=\frac{N^2}{L-1}
=\frac L4\left(1+\frac1L+\cdots\right)
=\frac N2+\frac14+\cdots,
\]

with the same additional quarter of a minimum.

For \(p=0.75\), direct summation of equation (6) gives these speeds:

| \(L\) | \(v_L\) | \(L(v_L-v)\) |
|---:|---:|---:|
| 50 | 0.507635 | 0.3818 |
| 200 | 0.501883 | 0.3767 |
| 800 | 0.500469 | 0.3754 |
| 3200 | 0.500117 | 0.3751 |

The last column approaches \(p/2=0.375\). Even for \(L=8\), the first two terms of equation (13) give 0.546875, about 1.2% below the full ring value of 0.553464. At \(L=200\) the excess over the infinite surface is about 0.4% of the speed.

### Starting from a flat surface

The stationary speed does not describe the first layers. A flat zigzag has \(N\) minima, so its mean gain in the first update is \(2pN/L=p\), compared with \(1-\sqrt{1-p}\) later. At \(p=0.75\) these are 0.75 and 0.5.

A direct simulation shows both values. It used random numbers to apply the rule to 48 separate rings of 200 sites, all starting as zigzags. The mean gain in the first update was 0.7521. That update makes \(48\times100=4800\) attempts, for which the standard deviation of the filled fraction is \(\sqrt{0.75\times0.25/4800}\approx0.006\). The difference from 0.75 is well within this.

After 6000 updates had been discarded, the speed over the next 12,000 was \(0.50212\pm0.00015\), where the uncertainty is the standard error found from the spread among the rings. The ring sum for \(L=200\) is 0.50188, about 1.6 standard errors lower. The measured slope correlation was \(-0.3393\). The expected value follows from \(1-4\langle m\rangle/L\): the additional quarter of a minimum shifts \(c\) by \(-1/L\), which gives \(-0.3383\) to this order; the full ring sum gives \(-0.3384\). No statistical error was evaluated for the correlation.

For the 300 layers of the opening question, 600 updates is therefore the stationary estimate. The fast start adds an amount that equation (9) does not contain. At \(p=0.75\) a large surface that starts flat is about 3.5 layers ahead of the estimate after 600 updates, so that 300 layers are reached some 7 updates early. The lead is still growing slowly, to roughly 4.4 layers after 1200 updates and 5.5 after 2400. A run that must stop at a precise thickness should therefore count its deposited blocks.

### When the updates should imitate random arrivals

Suppose that the intended process has no common clock, and that each minimum is filled at random with rate \(k\). A parallel program with time step \(\Delta t\) can use \(p=k\Delta t\). Expanding the square root gives

\[
v=\frac p2+\frac{p^2}{8}+\cdots,\qquad
\frac v{\Delta t}=\frac k2\left(1+\frac p4+\cdots\right). \tag{14}
\]

As \(p\to0\), two depositions in the same update become rare compared with one in any fixed stretch of surface, and the speed becomes \(k/2\) per unit time. At \(p=0.01\) the parallel speed is 0.251% above this limit. Since \(v=p/(1+s)\), the relative speed error on a large surface is \((1-s)/(1+s)\). It stays below \(\epsilon\) when \(p<4\epsilon/(1+\epsilon)^2\), which is close to \(4\epsilon\) for small \(\epsilon\).

The sign of the error depends on how \(p\) is assigned. One may instead use the probability of at least one arrival during the step, \(p=1-e^{-k\Delta t}\). Then \(s=e^{-k\Delta t/2}\), and

\[
\frac v{\Delta t}=\frac{1-e^{-k\Delta t/2}}{\Delta t}
=\frac k2\left(1-\frac{k\Delta t}{4}+\cdots\right).
\]

The parallel surface is now too slow by the same leading fraction. Both choices agree as \(\Delta t\to0\).

### Certain deposition

At \(p=1\) the weight \(z^m\) is infinite, so this case needs its own argument. Every minimum is raised, and the update can be written as

\[
h_i(t+1)=1+\min[h_{i-1}(t),h_{i+1}(t)] .
\]

At a minimum both neighbours have height \(h_i+1\), and the rule gives \(h_i+2\). At any other site at least one neighbour has height \(h_i-1\), and the rule gives \(h_i\). Repeating it \(t\) times gives

\[
h_i(t)=t+\min[h_{i-t}(0),h_{i-t+2}(0),\ldots,h_{i+t}(0)] .
\]

Once \(t\geq N-1\), the list contains all \(N\) initial heights on one sublattice, even or odd. The lowest heights of the two sublattices differ by one, because the lowest site of all has neighbours one unit higher. The surface has therefore become a zigzag. Half of its sites rise by 2 in each update, so \(v=1\), as equation (9) gives for \(p\to1\). At \(p=0\) nothing moves, and \(v=0\).

### A tilted surface

The proof of the weight did not use equal numbers of up-steps and down-steps. Let a fraction \(\rho\) of the slopes be \(+1\), with the heights now closing on the ring up to a fixed offset. The two kinds of run are counted separately, and the peak condition becomes

\[
\frac{(\rho-q)(1-\rho-q)}{q^2}=1-p .
\]

Multiplying out gives \(pq^2-q+\rho(1-\rho)=0\). The two roots add up to \(1/p\), so the larger is at least \(1/(2p)>1/2\), which no density of minima can reach. The smaller root gives

\[
v=2pq=1-\sqrt{1-4p\rho(1-\rho)} .
\]

At \(\rho=1/2\) this is equation (9). Since \(\rho(1-\rho)\) is largest there, a tilt lowers the speed at fixed \(p\). A program that imposes a mean slope must use this form.

### What the speed means for a real film

The model has no surface diffusion, no evaporation and one lateral dimension, and \(p\) is not a property of a material. It also refuses every arrival that does not land on a minimum. When all arriving atoms stick to a real film and stay there, the incoming flux fixes the mean amount deposited, whatever the roughness. In the model the speed depends on the local shape of the surface, through the number of minima. Equation (9) therefore calibrates this growth rule and its clock; it does not predict a deposition rate.
